# The Cooling Limit of One Spin-Resolved Electronic Channel, part 1

(Sections cited here and not found follow in the second part.)

## I. The heat current and its upper bound

### A reservoir cooled by losing its hot electrons

A small metal island at low temperature is joined to a larger conductor through a constriction so narrow that electrons of one spin direction pass in a single transverse mode. Suppose that the constriction transmits electrons above a chosen energy and reflects the rest. If this energy is the chemical potential of the island, every electron that leaves takes away more energy than an electron at the chemical potential has. When the lost charge is replaced at the chemical potential, the island cools, provided that few enough hot electrons return.

A larger bias suppresses the return of hot electrons, and the cooling grows. It cannot grow without limit, because the island sends only a finite number of hot electrons into the channel each second. What is the largest heat current that can be drawn in this way, and can another choice of filter exceed it?

Call the reservoir to be cooled L, with temperature $T$ and chemical potential $\mu$. The other reservoir is R, with temperature $T_R$ and chemical potential $\mu_R$. The word refrigeration implies a condition on R: heat is to be drawn from L although R is no colder, so

$$
T_R\ge T. \tag{1}
$$

The electrons do not interact, apart from a possible static mean field. Both reservoirs are normal conductors, each large enough to keep its Fermi distribution. Scattering between them is elastic and does not depend on time. There are two terminals and one channel, which carries one spin state.

The algebra is in atomic units, with $\hbar=e=m_e=1$ and therefore $h=2\pi$. I keep $h$ in most formulas so that they can be read in any units. Boltzmann's constant is $k$, and the wave number along the channel is $q$.

### What counts as heat

At fixed volume, a reservoir in equilibrium obeys $dE_L=T\,dS_L+\mu\,dN_L$, where $E_L$, $S_L$ and $N_L$ are its energy, entropy and electron number. The heat it receives is $T\,dS_L=dE_L-\mu\,dN_L$. The heat current drawn from L is therefore

$$
J=-\frac{d}{dt}\left(E_L-\mu N_L\right). \tag{2}
$$

Positive $J$ means cooling. An electron of energy $E$ that leaves L changes $E_L$ by $-E$ and $N_L$ by $-1$, so it removes the heat

$$
\varepsilon=E-\mu . \tag{3}
$$

An electron that enters L brings in the same amount. Removing an electron above $\mu$ cools L, and so does adding one below $\mu$: the latter fills a state that would otherwise be a thermally excited hole.

A steady current requires that the charge of L be restored. An electron supplied exactly at $\mu$ brings no heat by equation (3). The current $J$ counts the heat carried by the channel alone. Any heat brought in by a real return wire must be subtracted separately.

### The current through one channel

Consider electrons that approach the constriction from L with wave numbers between $q$ and $q+dq$. In a long lead of length $\Lambda$ with periodic boundary conditions, allowed wave numbers are $2\pi/\Lambda$ apart. One spin state thus has $dq/2\pi$ states per unit length. The group velocity is $dE/dq$ when $\hbar=1$. If the states are filled with probability $f_L$, the number arriving per unit time is

$$
\frac{dq}{2\pi}\,\frac{dE}{dq}\,f_L=\frac{dE}{2\pi}\,f_L=\frac{dE}{h}\,f_L . \tag{4}
$$

The velocity has cancelled the density of states. The arrival rate per unit energy does not depend on the effective mass or on the shape of the band. This is why the final bound contains no property of the material.

Let a fraction $\tau(E)$ of the electrons arriving from L be transmitted, and a fraction $\tau'(E)$ of those arriving from R. With one channel on each side, the outgoing amplitudes follow from the incoming ones through a unitary matrix

$$
S=\begin{pmatrix} r_L & t'\\ t & r_R\end{pmatrix},\qquad |t|^2=\tau,\quad |t'|^2=\tau'.
$$

The first column of a unitary matrix has unit norm, so $|r_L|^2+\tau=1$. The first row also has unit norm, so $|r_L|^2+\tau'=1$. Subtraction gives $\tau'=\tau$. The argument does not use time-reversal symmetry, so it holds in a magnetic field. Unitarity also gives $0\le\tau\le1$.

The net flow from L to R per unit energy is therefore $\tau(f_L-f_R)/h$. Inserting factors for empty final states would not alter it, because $f_L(1-f_R)-f_R(1-f_L)=f_L-f_R$. Each electron in this flow removes the heat $\varepsilon$, hence

$$
J=\frac1h\int_{-\infty}^{\infty}\varepsilon\,\tau(\varepsilon)\,[f_L(\varepsilon)-f_R(\varepsilon)]\,d\varepsilon . \tag{5}
$$

Below the bottom of a band no electron can propagate. There $\tau=0$, which allows the integral to start at $-\infty$.

Dimensionless variables bring out the structure:

$$
x=\frac{\varepsilon}{kT},\qquad v=\frac{\mu-\mu_R}{kT},\qquad r=\frac{T_R}{T}\ge1,\qquad f(y)=\frac1{e^y+1}. \tag{6}
$$

The occupation in L is $f(x)$. In R the argument is $(E-\mu_R)/kT_R=(\varepsilon+\mu-\mu_R)/kT_R=(x+v)/r$. Since $\varepsilon\,d\varepsilon=(kT)^2x\,dx$, equation (5) becomes

$$
J=\frac{(kT)^2}{h}\,j,\qquad
j=\int_{-\infty}^{\infty}x\,\tau(x)\left[f(x)-f\!\left(\frac{x+v}{r}\right)\right]dx . \tag{7}
$$

### Only one side of the chemical potential can cool

The sign of the integrand at each energy decides whether transmission there is useful. The function $f$ decreases, so L has the larger occupation when its argument is the smaller one:

$$
f(x)>f\!\left(\frac{x+v}{r}\right)
\quad\Longleftrightarrow\quad x<\frac{x+v}{r}
\quad\Longleftrightarrow\quad (r-1)x<v . \tag{8}
$$

Take $v>0$ first, so that the chemical potential of R lies below that of L. For $r>1$ the two occupations cross at

$$
x_0=\frac{v}{r-1}>0,\qquad\text{or}\qquad \varepsilon_0=\frac{(\mu-\mu_R)\,T}{T_R-T}. \tag{9}
$$

There are three energy ranges.

- For $x<0$, electrons flow from L to R and each takes away negative heat. This warms L.
- For $0<x<x_0$, electrons flow from L to R with positive heat. This cools L.
- For $x>x_0$, the hotter reservoir R has the larger occupation. Electrons flow into L with positive heat and warm it.

For example, $v=2$ and $r=1.5$ give $x_0=2/0.5=4$, so the useful window ends $4kT$ above $\mu$. When $r=1$, condition (8) reads $0<v$ and holds at every energy. The third range is then absent, and the window extends to infinity.

For $v=0$ and $r>1$, L has the larger occupation when $x<0$ and the smaller one when $x>0$. The integrand is negative on both sides, as it must be when heat flows freely from hot to cold. For $v=0$ and $r=1$ it vanishes.

For $v<0$, substitute $x=-y$ in equation (7) and use $f(-a)=1-f(a)$:

$$
\begin{aligned}
j&=\int_{-\infty}^{\infty}(-y)\,\tau(-y)\left[1-f(y)-1+f\!\left(\frac{y-v}{r}\right)\right]dy\\
&=\int_{-\infty}^{\infty}y\,\tau(-y)\left[f(y)-f\!\left(\frac{y+|v|}{r}\right)\right]dy . 
\end{aligned}\tag{10}
$$

This is the case of positive bias with the filter reflected about $\mu$. The device now cools L by sending in electrons below $\mu$, and its limit is the same. It is enough to continue with $v>0$.

### The bound

Since $0\le\tau\le1$, the largest $j$ at given $v$ and $r$ is found by setting $\tau=1$ where the rest of the integrand is positive and $\tau=0$ elsewhere. The best filter passes the window $0<x<x_0$, and

$$
j\le\int_0^{x_0}x\left[f(x)-f\!\left(\frac{x+v}{r}\right)\right]dx
<\int_0^{x_0}x f(x)\,dx\le\int_0^\infty x f(x)\,dx . \tag{11}
$$

The middle inequality is strict because R has a nonzero occupation at every finite bias. The last step adds a nonnegative contribution, or nothing when $x_0=\infty$.

To evaluate the last integral, put $z=e^{-x}$, with $0<z<1$ for $x>0$. A finite geometric sum gives

$$
\frac{1}{e^x+1}=\frac{z}{1+z}
=\sum_{n=1}^{M}(-1)^{n+1}z^n+\frac{(-1)^M z^{M+1}}{1+z}. \tag{12}
$$

The magnitude of the remainder is at most $e^{-(M+1)x}$. Multiplied by $x$ and integrated, it contributes at most $1/(M+1)^2$, which vanishes as $M\to\infty$. Integration term by term is therefore allowed. One integration by parts gives

$$
\int_0^\infty x e^{-nx}dx
=\left[-\frac{x e^{-nx}}n\right]_0^\infty+\frac1n\int_0^\infty e^{-nx}dx=\frac1{n^2},
$$

and so

$$
\int_0^\infty\frac{x\,dx}{e^x+1}=\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}. \tag{13}
$$

The sum follows from the Fourier series of $y^2$ on $-\pi\le y\le\pi$. The mean value of $y^2$ is $\pi^2/3$. The coefficient of $\cos ny$ is

$$
\begin{aligned}
\frac2\pi\int_0^\pi y^2\cos ny\,dy
&=\frac2\pi\left(\left[\frac{y^2\sin ny}{n}\right]_0^\pi-\frac2n\int_0^\pi y\sin ny\,dy\right)\\
&=-\frac{4}{\pi n}\left(-\frac{\pi(-1)^n}{n}\right)=\frac{4(-1)^n}{n^2}.
\end{aligned}
$$

Here $\int_0^\pi y\sin ny\,dy=-\pi(-1)^n/n$, because the remaining integral of $\cos ny$ vanishes. The periodic continuation of $y^2$ is continuous and the coefficients are absolutely summable, so the series equals the function at every point. At $y=0$,

$$
0=\frac{\pi^2}{3}+4\sum_{n=1}^{\infty}\frac{(-1)^n}{n^2}
\quad\Longrightarrow\quad
\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{12}\approx0.8225 . \tag{14}
$$

Equations (7), (11), (13) and (14) give the result:

$$
J<\frac{\pi^2k^2T^2}{12h}. \tag{15}
$$

In atomic units the right side is $\pi(kT)^2/24$. One factor of $kT$ measures the heat carried by a typical electron. The other, divided by $h$, measures the rate at which such electrons arrive. The temperature of R does not appear, although it affects how close to the bound a given bias can come.

The proof holds separately for every transmission function. A static mean field may reshape the barrier when the bias changes, and the new $\tau$ still obeys the same inequality. Inelastic scattering, a driven barrier or correlations beyond a mean field would invalidate equation (5), and the proof would no longer apply.

### How closely the bound can be approached

Take the step filter, $\tau=1$ for $x>0$ and $\tau=0$ for $x<0$. Then

$$
j=\frac{\pi^2}{12}-\int_0^\infty x\,f\!\left(\frac{x+v}{r}\right)dx .
$$

Substitute $x=ry$ in the backflow term. This produces $r^2$, and the expansion used above now carries an extra factor $e^{-nv/r}$ in each term:

$$
r^2\int_0^\infty\frac{y\,dy}{e^{y+v/r}+1}
=r^2\sum_{n=1}^{\infty}\frac{(-1)^{n+1}e^{-nv/r}}{n^2}.
$$

With the dilogarithm $\mathrm{Li}_2(z)=\sum_{n\ge1}z^n/n^2$, this becomes

$$
j=\frac{\pi^2}{12}+r^2\,\mathrm{Li}_2\!\left(-e^{-v/r}\right). \tag{16}
$$

The second term is negative. Since $1/(e^{y+v/r}+1)<e^{-y-v/r}$, its magnitude is less than $r^2e^{-v/r}$. It vanishes as $v\to\infty$ at fixed $r$. The bound is therefore the least upper bound, but no finite bias attains it.

The exponent is $v/r=(\mu-\mu_R)/kT_R$. The bias must be large compared with the thermal energy of R, not merely with that of L. At $r=5$ and $v=50$, numerical integration of the positive part of the integrand gives 0.9990 of the bound for the best filter. At $v=100$ the fraction is 1.00000 to five decimals. A hotter receiving reservoir leaves the limit unchanged but raises the bias needed to come near it.

## II. Conditions, cost and a device

### Symbols and results carried over

Reservoir L has temperature $T$ and chemical potential $\mu$, and R has $T_R=rT$ and $\mu_R=\mu-vkT$. The energy measured from $\mu$ is $\varepsilon=xkT$, the transmission is $\tau$, and $f(y)=1/(e^y+1)$. The heat current drawn from L is $J=(kT)^2j/h$, with $j$ given by equation (7). For two terminals and $r\ge1$, it stays below $\pi^2k^2T^2/(12h)$. A step filter at $\mu$ approaches this limit according to equation (16).

### Where the two conditions enter

First drop the requirement that R be no colder than L. For any occupation of R between zero and one, the integrand of equation (7) obeys

$$
x\,(f_L-f_R)\le
\begin{cases}
x f(x), & x>0,\\
|x|\,[1-f(x)]=|x|f(|x|), & x<0.
\end{cases}\tag{17}
$$

The upper line is reached when R is empty above $\mu$, the lower when R is full below $\mu$. Adding the two integrals gives $j\le\pi^2/6$, twice the earlier value. A reservoir R at zero temperature with $\mu_R=\mu$ meets both demands, and with $\tau=1$ everywhere the doubled limit is reached. This is ordinary heat flow from hot to cold. Condition (1) excludes it, because it prevents cooling of L on at least one side of $\mu$.

The second condition is that there be two terminals. Let several reservoirs $a$ connect to the single channel at L, and let $\tau_a$ be the probability that an electron arriving from $a$ enters L. Unitarity makes the total probability of entering L from outside equal to the total probability of leaving it, at each energy. The heat current is then

$$
j=\int_{-\infty}^{\infty}x\sum_a\tau_a(x)\,[f(x)-f_a(x)]\,dx,
\qquad \sum_a\tau_a\le1. \tag{18}
$$

Inequality (17) applies to each $f_a$, so again $j\le\pi^2/6$. Now let the region outside L send electrons above $\mu$ to a sink with a very low chemical potential, and connect energies below $\mu$ to a source with a very high one. All three reservoirs may have temperature $T$. Hot electrons leave L, cold electrons enter it, and the doubled limit is approached with one channel at L. The statement in the form (15) therefore belongs to a two-terminal device.

The heat current drawn through one channel between two terminals, with R no colder than L, stays below $\pi^2k^2T^2/(12h)$; a step filter approaches this limit at large bias, and dropping either the temperature condition or the restriction to two terminals doubles it. What remains is the work the cooling costs, a check on a chain of sites, and an estimate for a real constriction with a smooth barrier.

Numbers in the example were calculated in double precision.
